# Coupled linear-drift memristors from the projector onto a circuit's cycle space

## 1. Six currents that fall by the same fraction

Six memristors join four nodes, one between each pair. A 1.0 V source sits in branch 0. Raising that branch's internal state from 0.60 to 0.61 raises its resistance from 64.0 to 64.9 kΩ. To first order, its current of 7.8513 µA falls by 0.05548 µA, or 0.71 %. The opposite branch, which shares no node with branch 0, carries 0.5520 µA and loses 0.00390 µA: again 0.71 %. So do the other four.

Here the reason is simple: the other five branches form a fixed resistor network fed by branch 0, so their currents are all proportional to its current. For sources and state changes in any branches, one needs the currents as functions of all the states. The same functions turn the separate drift laws of the devices into one closed equation for the circuit.

## 2. One film in one loop

Take a film of thickness $D$ with a conducting part of length $(1-w)D$ and an insulating part of length $wD$, so $w=0$ is fully on and $w=1$ fully off. Both parts are ohmic and in series:

$$R(w)=R_{\rm on}(1-w)+R_{\rm off}w=R_{\rm on}(1+\xi w),\qquad \xi=\frac{R_{\rm off}-R_{\rm on}}{R_{\rm on}}>0 .$$

A current $i$ produces the drop $R_{\rm on}(1-w)i$ across the conducting part. Dividing by its length gives the field $R_{\rm on}i/D$. If the front between the parts moves with the velocity of ions of mobility $\mu$ in this field, and positive current lengthens the conducting part, then

$$\frac{d}{dt}\big[(1-w)D\big]=\frac{\mu R_{\rm on}i}{D}
\quad\Rightarrow\quad
\frac{dw}{dt}=-\frac{R_{\rm on}}{\beta}\,i,\qquad \beta=\frac{D^2}{\mu}.$$

Using the field on the conducting side is a modelling choice. On the insulating side the field is $R_{\rm off}i/D$, larger by $1+\xi$. Choosing it would replace $\beta$ by $\beta/(1+\xi)$ and leave the form of the law unchanged.

Volatility is added as a phenomenological term:

$$\frac{dw}{dt}=\alpha w-\frac{R_{\rm on}}{\beta}\,i. \tag{1}$$

For $\alpha>0$ it pushes the device towards the off state, at a rate that vanishes as $w\to0$; without a source, a device exactly at $w=0$ would stay on, which is a limit of this simple term. The law is used for $0<w<1$. At a wall, a separate rule must stop outward motion.

For one device closed on a source $s$, $i=s/[R_{\rm on}(1+\xi w)]$, and (1) becomes

$$\frac{dw}{dt}=\alpha w-\frac{s}{\beta(1+\xi w)} .$$

For constant $s>0$ the right side increases with $w$, so a stationary state inside the interval is unstable: larger $w$ runs to off, smaller $w$ to on. The source wins for every $w\le1$ if $s>\alpha\beta(1+\xi)$. With $\alpha=1.0$ s⁻¹, $\beta=0.0100$ V s and $\xi=9.0$, this threshold is 0.10 V.

**A ring as a limit.** Put $n$ equal devices with equal states in a ring with total source $s_{\rm tot}$, and set $\alpha=0$. The common current is $s_{\rm tot}/[nR_{\rm on}(1+\xi w)]$, so

$$(1+\xi w)\,\frac{dw}{dt}=-\frac{s_{\rm tot}}{n\beta}.$$

The left side is the time derivative of $(1+\xi w)^2/(2\xi)$. For constant $s_{\rm tot}$, integration from $w_0$ gives

$$w(t)=\frac{1}{\xi}\left[\sqrt{(1+\xi w_0)^2-\frac{2\xi s_{\rm tot}t}{n\beta}}-1\right].$$

For $n=3$, $s_{\rm tot}=0.9$ V, $w_0=0.80$ and $t=50$ ms, the root contains $8.2^2-27=40.24$, hence $w=0.5937$. The formula ends when $w=0$, at $t=(8.2^2-1)/540\ {\rm s}\approx123$ ms.

## 3. Many loops: what Kirchhoff's laws project out

Let a connected circuit have $N$ nodes and $E$ branches. Each branch holds one memristor in series with an ideal source $s_k(t)$, which may be zero. Orient each branch so that positive current lowers $w_k$, and count $s_k$ positive if it drives current in that direction. For now all devices share $R_{\rm on}$, $R_{\rm off}$, $\alpha$ and $\beta$. Charging of nodes and magnetic induction are neglected.

The incidence matrix $B$ has $B_{ak}=+1$ if branch $k$ leaves node $a$, $-1$ if it enters, and 0 otherwise. With $\mathbf p$ the node potentials, Kirchhoff's two laws are

$$B\mathbf i=0,\qquad \mathbf v\equiv R\mathbf i-\mathbf s=B^T\mathbf p, \tag{2}$$

where $R=R_{\rm on}(I+\xi W)$ and $W={\rm diag}(w_1,\dots,w_E)$. The second law says that the drop along a branch is the potential at its tail minus that at its head.

If $B^T\mathbf p=0$, neighbouring nodes have equal potentials, and in a connected circuit all potentials agree. Thus $B$ has rank $N-1$, and its kernel, the cycle space, has dimension $E-N+1$. Assume this is at least one. Let the rows of $A$ be a basis of that space. Every allowed current is then $\mathbf i=A^T\mathbf j$ with loop currents $\mathbf j$, and $AB^T=0$. Define

$$\Omega=A^T(AA^T)^{-1}A. \tag{3}$$

The inverse exists because the rows of $A$ are independent. Clearly $\Omega^T=\Omega$, and

$$\Omega^2=A^T(AA^T)^{-1}(AA^T)(AA^T)^{-1}A=\Omega ,$$

so $\Omega$ is an orthogonal projector. Its range is the cycle space because $\Omega A^T=A^T$. Another basis $A'=MA$, with $M$ invertible, gives

$$A^TM^T(MAA^TM^T)^{-1}MA=A^T(AA^T)^{-1}A ,$$

so $\Omega$ belongs to the circuit and not to a choice of loops. Equation (2) now implies

$$\Omega\mathbf i=\mathbf i,\qquad \Omega\mathbf v=\Omega B^T\mathbf p=0. \tag{4}$$

**Limits.** For a ring oriented one way round, $A=(1,\dots,1)$ and every element of $\Omega$ is $1/n$: the projector averages the sources. A branch that lies in no cycle has a zero row in $\Omega$ and carries no current, so only $\alpha w_k$ moves its state.

For the six-branch circuit each node meets three branches and every pair of nodes is joined once, so $BB^T=4I-\mathbf1\mathbf1^T$. Each column of $B$ sums to zero, so $BB^TB=4B$, and

$$\left(\tfrac14B^TB\right)^2=\tfrac1{16}B^T(BB^TB)=\tfrac14B^TB .$$

This symmetric matrix therefore projects onto the range of $B^T$, the orthogonal complement of the cycle space. Hence $\Omega=I-\frac14B^TB$. Its diagonal elements are $1-\frac24=\frac12$. Two branches that meet head to tail have element $+\frac14$, two that meet head to head or tail to tail have $-\frac14$, and two without a common node have 0.

## 4. Eliminating the currents

Apply $\Omega$ to $\mathbf v=R\mathbf i-\mathbf s$ and use $\Omega\mathbf v=0$:

$$\Omega R\mathbf i=\Omega\mathbf s
\quad\Rightarrow\quad
R_{\rm on}\left(\Omega\mathbf i+\xi\Omega W\mathbf i\right)=\Omega\mathbf s .$$

In the first term $\Omega\mathbf i=\mathbf i$. In the second, $W\mathbf i$ is generally not a circulating current, so the projector stays:

$$R_{\rm on}(I+\xi\Omega W)\mathbf i=\Omega\mathbf s. \tag{5}$$

To see that the matrix can be inverted, write $\Omega W=(\Omega W^{1/2})W^{1/2}$. Products $XY$ and $YX$ of square matrices have the same eigenvalues, so those of $\Omega W$ are those of $W^{1/2}\Omega W^{1/2}$. For any real vector $\mathbf x$,

$$0\le\mathbf x^TW^{1/2}\Omega W^{1/2}\mathbf x=|\Omega W^{1/2}\mathbf x|^2\le|W^{1/2}\mathbf x|^2\le|\mathbf x|^2 ,$$

because a projection does not lengthen a vector and $0\le w_k\le1$. The eigenvalues of $I+\xi\Omega W$ therefore lie between 1 and $1+\xi$.

No information was lost by projecting. A solution of (5) obeys $\mathbf i=\Omega(\mathbf s/R_{\rm on}-\xi W\mathbf i)$, so it lies in the cycle space and $B\mathbf i=0$. Equation (5) then also says $\Omega(R\mathbf i-\mathbf s)=0$, so $R\mathbf i-\mathbf s$ lies in the range of $B^T$ and equals $B^T\mathbf p$ for some potentials. Both Kirchhoff laws are recovered.

Put $\mathbf i=R_{\rm on}^{-1}(I+\xi\Omega W)^{-1}\Omega\mathbf s$ into (1) for every branch. The factor $R_{\rm on}$ cancels:

$$\boxed{\frac{d\mathbf w}{dt}=\alpha\mathbf w-\frac1\beta\,(I+\xi\Omega W)^{-1}\Omega\,\mathbf s} \tag{6}$$

This is the Caravelli–Traversa–Di Ventra equation. It holds while all states are inside $(0,1)$; the current law (5) also holds at the walls. The circuit algebra contains no $e$, $\hbar$ or electron mass, so it has the same form in atomic units.

**Limits.** If $\xi\to0$, the resistances no longer depend on the states, and each state responds to its projected source independently of the others. If all states equal $w$, then $\Omega^2=\Omega$ gives $(I+\xi w\Omega)\Omega=(1+\xi w)\Omega$, so

$$(I+\xi w\Omega)^{-1}\Omega=\frac{\Omega}{1+\xi w}.$$

With $\Omega_{kl}=1/n$ and $\alpha=0$ this returns the ring equation of Section 2. Numerical integration of (6) for that ring gives 0.593722, the same six digits as the closed form.

A less symmetric test used a circuit of 7 nodes and 11 branches, one of them dangling, with $\xi=9.0$ and 50 random sets of states and sources, each set including at least one state at a wall. Solving for node potentials, which needs neither loops nor $\Omega$, gave the same currents as (5). The largest difference was $4.1\times10^{-15}$ of the largest current in the circuit.

## 5. The bridge by hand

Number the branches, tail to head, as 0: 0–1, 1: 1–2, 2: 2–0, 3: 1–3, 4: 3–0, 5: 2–3. Branch 5 is the detector of a Wheatstone bridge fed through branch 0. The states (0.60, 0.50, 0.70, 0.70, 0.50, 0.60), with $R_{\rm on}=10$ kΩ, give resistances (64, 55, 73, 73, 55, 64) kΩ.

Since $R_1=R_4$ and $R_2=R_3$, the circuit is unchanged if nodes 0 and 1 are exchanged, nodes 2 and 3 are exchanged, and the source and all currents are reversed. Hence $i_1=i_4$ and $i_2=i_3$. At node 2, $i_1=i_2+i_5$. The two paths from node 1 to node 3 have the same drop:

$$R_1i_1+R_5i_5=R_2i_2
\quad\Rightarrow\quad
\frac{i_5}{i_2}=\frac{R_2-R_1}{R_1+R_5}=\frac{18}{119}=0.1513. \tag{7}$$

Thus $i_1=1.1513\,i_2$ and $i_0=i_1+i_2=2.1513\,i_2$. Around the loop through branches 0, 1 and 2,

$$1.0\ {\rm V}=(64\times2.1513+55\times1.1513+73)\,{\rm k\Omega}\times i_2=274.0\ {\rm k\Omega}\times i_2 .$$

This gives $i_2=3.650$ µA, $i_1=4.202$ µA, $i_0=7.851$ µA and $i_5=0.552$ µA, in agreement with (5).

The detector shows what the inverse in (6) does. Here $\Omega_{50}=0$, so for equal states the source in branch 0 drives nothing through branch 5. The unequal states chosen here unbalance the bridge ($R_1R_4\ne R_2R_3$), and a current appears. Expanding the inverse in powers of $\xi$ would not converge here: the largest eigenvalue of $I+\xi\Omega W$ is 6.85, so that of $\xi\Omega W$ is 5.85, well above 1.

## 6. How a state fluctuation spreads

Write $K=(I+\xi\Omega W)^{-1}\Omega$, so $\mathbf i=K\mathbf s/R_{\rm on}$. From $(I+\xi\Omega W)\Omega=\Omega(I+\xi W\Omega)$ follows

$$K=\Omega(I+\xi W\Omega)^{-1}=K^T .$$

This is reciprocity: at fixed states, a source in branch $l$ drives the same current in branch $k$ as the same source in $k$ drives in $l$.

Now vary the states in (5) at fixed sources:

$$\xi\Omega\,\delta W\,\mathbf i+(I+\xi\Omega W)\,\delta\mathbf i=0
\quad\Rightarrow\quad
\delta\mathbf i=-\xi K\,\delta W\,\mathbf i. \tag{8}$$

A change of resistance acts like a source $-R_{\rm on}\xi\,\delta w_k\,i_k$ in its own branch. For small zero-mean fluctuations with covariance $C=\langle\delta\mathbf w\,\delta\mathbf w^T\rangle$, and $Q={\rm diag}(i_1,\dots,i_E)$, equation (8) gives $\langle\delta\mathbf i\,\delta\mathbf i^T\rangle=\xi^2KQCQK$.

The fact in Section 1 follows. Let $\mathbf e_0$ be the unit vector of branch 0. The one source and the one changed state are both in that branch, so $\mathbf i=K\mathbf e_0s_0/R_{\rm on}$ and

$$\delta\mathbf i=-\xi\,\delta w_0\,i_0\,K\mathbf e_0
=-\frac{\xi R_{\rm on}i_0}{s_0}\,\delta w_0\;\mathbf i .$$

The change is proportional to the current vector itself. Its factor is $-9.0\times0.0785\times0.01=-0.0071$, the observed 0.71 %. A source elsewhere, or a state change in another branch, would generally alter the pattern of currents as well as its size.

## 7. Letting the states move

In branch 0, $R_{\rm on}i_0/\beta=0.0785\ {\rm V}/0.0100\ {\rm V\,s}=7.85$ s⁻¹, while $\alpha w_0=0.60$ s⁻¹. The initial rate is $-7.25$ s⁻¹. In the detector the two terms nearly cancel: $0.600-0.552=+0.048$ s⁻¹, so its state first moves towards off.

After 30 ms the states are (0.343, 0.367, 0.594, 0.594, 0.367, 0.597). The detector has ended below its starting value of 0.600, so its rate changed sign on the way. Its current rose to 0.940 µA, and the final rate is $0.597-0.940=-0.343$ s⁻¹. Equation (7) separates two causes of the rise. The ratio $i_5/i_2$ grew from 0.151 to $0.940/4.895=0.192$, because the difference $R_2-R_1$ rose from 18.0 to 20.5 kΩ and the sum $R_1+R_5$ fell from 119.0 to 106.7 kΩ. Meanwhile $i_2$ grew from 3.65 to 4.90 µA, mainly because the resistance of branch 0 fell from 64.0 to 40.8 kΩ. The factors 1.27 and 1.34 multiply to the observed 1.70.

A separate integration by 600 fixed Runge–Kutta steps, with currents from node potentials, differs from these states by at most $1.2\times10^{-10}$. That tests the elimination and the time integration, not the drift law that both share.

## 8. Other conventions and unequal devices

**Orientation.** Reversing some branches multiplies currents and sources by a diagonal sign matrix $\eta$. The cycle space is mapped by $\eta$, so $\Omega'=\eta\Omega\eta$. In the new orientation the drift law must carry the device polarity, $\dot{\mathbf w}=\alpha\mathbf w-(R_{\rm on}/\beta)\eta\mathbf i'$, and the physical motion is unchanged.

**Counting from the off state.** With $\lambda=1-w$, $\Lambda={\rm diag}(\lambda_k)$ and $\chi=(R_{\rm off}-R_{\rm on})/R_{\rm off}$, the resistance matrix is $R_{\rm off}(I-\chi\Lambda)$. The steps leading to (5) give

$$\mathbf i=\frac1{R_{\rm off}}(I-\chi\Omega\Lambda)^{-1}\Omega\mathbf s,\qquad
\frac{d\boldsymbol\lambda}{dt}=-\alpha(\mathbf1-\boldsymbol\lambda)+\frac{R_{\rm on}}{\beta}\,\mathbf i .$$

The relaxation term is not $-\alpha\boldsymbol\lambda$; that would be a different model.

**Unequal devices.** Let $D_{\rm on}={\rm diag}(R_{{\rm on},k})$ and $\Xi={\rm diag}(\xi_k)$. Since $AB^T=0$, the voltage law gives $AD_{\rm on}(I+\Xi W)\mathbf i=A\mathbf s$. Multiply by $A^T(AD_{\rm on}A^T)^{-1}$ and define

$$P=A^T(AD_{\rm on}A^T)^{-1}AD_{\rm on}.$$

Because $PA^T=A^T$, allowed currents obey $P\mathbf i=\mathbf i$, and

$$(I+P\Xi W)\mathbf i=PD_{\rm on}^{-1}\mathbf s .$$

$P$ is still a projector onto the cycle space, but generally an oblique one. If all $R_{{\rm on},k}$ agree, $P=\Omega$, even when the $\xi_k$ differ.

## 9. The parameters beside a real switch

The values $D=10$ nm, 10 and 100 kΩ, and 300 K are rough choices in the regime of thin-film oxide switches that work by vacancy drift. The mobility, $10^{-10}$ cm²/(V s), is high for room temperature. With 0.3 nm hops, charge $2e$ and $10^{13}$ attempts per second it implies a barrier of 0.59 eV; a barrier of 1 eV would lower it by about seven orders of magnitude. Diffusion is a serious omission: in 30 ms it spreads the vacancies by 2.8 nm, while the front in branch 0 travels 2.6 nm, so a sharp front is not justified here. Using the field on the insulating side would speed the drift tenfold at given current, and non-linear hopping in that field, at most 1.07 MV/cm, adds up to 28 %. If the insulating part conducts by field-assisted emission from traps (fast permittivity 5), the emission factor at the fields computed for branch 0 grows about sevenfold during the run for emission along the field. The carrier density follows this full factor when the donor traps are compensated; for uncompensated traps charge neutrality halves the exponent and the growth is 2.7-fold. Either way a constant $R_{\rm off}$ fails. For uniform current through a 50 nm square, heat released evenly through the film thickness, a heat conductivity of 3 W/(m K) and electrode faces held at 300 K, heating is 0.8 K and raises the mobility by 6 %. Warming of the electrodes themselves is left out and can be comparable or larger. The thermal boundary resistance between oxide and metal is also left out: a conductance of 500 to 100 MW/(m² K) at each face would raise the heating to about 3 to 10 K and the mobility by a factor of 1.2 to 2. Many real devices conduct through a narrow filament; the same power in a 5 nm square would, with heat flowing only to electrode faces held at 300 K, give about 80 K at the film centre and a mobility about 90 times larger there, about 60 times at the final position of the front. Smaller effects are tunnelling ($10^{-12}$ to $10^{-11}$ of the ohmic current at the final states, for a 1 eV barrier and the free electron mass; of order $10^{-5}$ if the mass is 0.3 of that in both barrier and electrodes) and charging of the film itself (7 ps, for static permittivity 30; the capacitance of the wires lengthens this). The 1 eV barrier is an assumption: band conduction of the $4\times10^5$ A/cm² carried here would need a barrier below about 0.3 eV, and tunnelling would then be far larger. The peak field is 0.21 of an assumed breakdown field of 5 MV/cm. The example therefore illustrates the circuit equation and does not predict a device's switching time. The elimination of currents survives a change of drift law, provided each branch remains ohmic at given $w$. If its resistance is not linear in $w$, the matrix $\xi W$ in (5) is replaced by $R/R_{\rm on}-I$. The numerical output below lists the main inputs and results.

## Computed results

```
R_on, R_off (kohm): 10, 100
xi: 9.0
film thickness (nm): 10
ion mobility (cm2/Vs): 1.0e-10
beta (V s): 0.0100
alpha (1/s): 1.0
temperature (K): 300
branches (tail-head): 0-1 1-2 2-0 1-3 3-0 2-3
sources (V): 1.0 0.0 0.0 0.0 0.0 0.0
Omega row 0: 0.50 0.25 0.25 0.25 0.25 0.00
Omega row 1: 0.25 0.50 0.25 -0.25 0.00 0.25
Omega row 2: 0.25 0.25 0.50 0.00 -0.25 -0.25
Omega row 3: 0.25 -0.25 0.00 0.50 0.25 -0.25
Omega row 4: 0.25 0.00 -0.25 0.25 0.50 0.25
Omega row 5: 0.00 0.25 -0.25 -0.25 0.25 0.50
initial w: 0.60 0.50 0.70 0.70 0.50 0.60
initial resistance (kohm): 64.0 55.0 73.0 73.0 55.0 64.0
eigenvalues of I+xi*Omega*W: 1.000 1.000 1.000 5.950 6.400 6.850
initial currents (uA): 7.8513 4.2017 3.6496 3.6496 4.2017 0.5520
initial dw/dt (1/s): -7.2513 -3.7017 -2.9496 -2.9496 -3.7017 0.0480
detector current, all w=0.6 (uA): 0.0000
current change, w[0]+0.01 (uA): -0.05548 -0.02969 -0.02579 -0.02579 -0.02969 -0.00390
run time (ms): 30
final w: 0.3427 0.3667 0.5944 0.5944 0.3667 0.5967
final currents (uA): 10.7302 5.8352 4.8950 4.8950 5.8352 0.9402
largest relative current error: 4.1e-15
trajectory difference in w: 1.2e-10
ring: w start, time (ms): 0.80, 50
ring: total source (V): 0.9
ring: w integrated, closed: 0.593722, 0.593722
-- neglected effects, rough inputs --
device side (nm): 50
hop length (nm), attempt rate (1/s): 0.3, 1e+13
ion charge (e): 2
heat conductivity (W/mK): 3
permittivity fast, static: 5, 30
tunnel barrier (eV): 1.0
breakdown field (MV/cm): 5
peak field on, off side (MV/cm): 0.107, 1.073
off/on side field ratio: 10.00
peak field/breakdown field: 0.21
hop barrier implied by mobility (eV): 0.586
hopping/linear speed on, off side: 1.003, 1.279
diffusion spread (nm): 2.78
front travel, branch 0 (nm): 2.57
peak power (uW): 4.70
peak heating (K): 0.78
mobility factor from heating: 1.061
trap lowering start, end (eV): 0.301, 0.352
trap emission factor over run: 7.15
tunnel/ohmic current: 1.8e-12
charging time (ps): 6.64
```
